\section*{Pressure error from one missing molecule in a 64-molecule water film}

\section{A count that has to be chosen}

A first-principles simulation of a solid in contact with water can use a periodic cell in which a slab of solid alternates with a slab of liquid. Before the run starts, someone must decide how many water molecules go into the gap. In the runs considered here, the cell dimensions and the count then stay fixed. If the gap should hold 64 molecules and receives 63, is the difference harmless?

The answer depends on what will be read from the run. The density is wrong by only $1.6\,\%$, but a liquid resists changes of density strongly. The mean pressure is wrong by about $-35$ MPa, or $-350$ bar, where the minus sign means that the liquid is under tension.

\section{Back of the envelope}

Removing one molecule of 64 at fixed volume lowers the density by the fraction $1/64$. The bulk modulus of water, the pressure needed per unit fractional change of density, is roughly $2.2$ GPa. Hence
\begin{equation}
\Delta P\approx-\frac{2222\ \mathrm{MPa}}{64}\approx-35\ \mathrm{MPa}.
\end{equation}
Three things are hidden in this line: that a film may be treated as bulk liquid, that a change of one whole molecule is small enough for a linear law, and that the liquid stretches instead of leaving a hole. Each can be examined.

\section{The controlled derivation}

\subsection{Conditions and the linear law}

Let $N$ molecules fill a gap of area $A$ and thickness $h$ at temperature $T$. The volume $V=Ah$ is the volume accessible to the liquid, not that of the whole cell. Four conditions are imposed:
\begin{enumerate}
\item $V$ and $T$ are the same before and after the omission.
\item The liquid touches both walls, with no free surface or vapour gap.
\item The film has the free energy of bulk liquid, apart from wall terms that do not change with density.
\item With the full count $N$, the density is the ambient one and the pressure is practically zero on the scale of MPa.
\end{enumerate}

Write $n=N/V$ for the number density and $f(n,T)$ for the bulk free energy per volume. Under condition 3 the part of the free energy that matters is $F=Vf(N/V,T)$. The pressure on the walls is
\begin{equation}
P=-\left(\frac{\partial F}{\partial V}\right)_{N,T}
=-f-V\frac{\partial f}{\partial n}\left(-\frac{N}{V^2}\right)
=-f+n\frac{\partial f}{\partial n}.
\end{equation}
At fixed $T$ it depends on $N$ and $V$ through $n$ alone. Losing a molecule therefore has the same effect on $P$ as expanding the gap by the same fraction, and the measured compressibility of the bulk liquid can be used.

The mass density $\rho$ is proportional to $n$. The isothermal compressibility is
\begin{equation}
\kappa_T=\frac1\rho\left(\frac{\partial\rho}{\partial P}\right)_T ,
\qquad\text{so}\qquad
\frac{\Delta\rho}{\rho}\approx\kappa_T\,\Delta P
\end{equation}
to first order. At fixed volume $\Delta\rho/\rho=\Delta N/N=-1/N$, which gives
\begin{equation}
\boxed{\;\Delta P=P(N-1)-P(N)\approx-\frac{1}{N\kappa_T}\;}
\label{eq:main}
\end{equation}

For water near room temperature $\kappa_T$ is roughly $4.5\times10^{-10}\ \mathrm{Pa^{-1}}$, so
\begin{equation}
\Delta P\approx-\frac{1}{64\times4.5\times10^{-10}\ \mathrm{Pa^{-1}}}
=-34.7\ \mathrm{MPa}.
\end{equation}
The area does not enter separately: at given density, a wide thin film and a narrow thick one with the same $N$ have the same error within this model. Setting $|\Delta P|$ to $100$ and $10$ MPa gives $N\approx22$ and $N\approx222$. Between these counts, by the linear law, one molecule costs tens of megapascals.

\subsection{The compressibility from the speed of sound}

The value of $\kappa_T$ carries the whole estimate, so it is worth obtaining a second time from other properties. Sound compresses the liquid at constant entropy, and its speed $c$ obeys $c^2=(\partial P/\partial\rho)_s$. The adiabatic compressibility is thus $\kappa_S=1/(\rho c^2)$.

To connect the two compressibilities, let $\alpha$ be the thermal expansivity, $c_p$ the heat capacity per mass and $s$ the entropy per mass. The density changes by
\begin{equation}
\frac{d\rho}{\rho}=\kappa_T\,dP-\alpha\,dT .
\label{eq:drho}
\end{equation}
The Gibbs energy per mass obeys $dg=-s\,dT+dP/\rho$. Equality of its mixed derivatives gives $(\partial s/\partial P)_T=-\partial(1/\rho)/\partial T=-\alpha/\rho$, and therefore
\begin{equation}
ds=\frac{c_p}{T}\,dT-\frac{\alpha}{\rho}\,dP .
\end{equation}
For $ds=0$ this means $dT=T\alpha\,dP/(\rho c_p)$. Inserting it in (\ref{eq:drho}) and dividing by $dP$ yields $\kappa_S=\kappa_T-T\alpha^2/(\rho c_p)$, or
\begin{equation}
\kappa_T=\frac{1}{\rho c^2}+\frac{T\alpha^2}{\rho c_p}.
\end{equation}
Take the rough values $\rho=1000\ \mathrm{kg/m^3}$, $c=1500$ m/s, $\alpha=2.7\times10^{-4}\ \mathrm{K^{-1}}$ and $c_p=4200\ \mathrm{J/(kg\,K)}$ at 300 K. The first term is $4.44\times10^{-10}\ \mathrm{Pa^{-1}}$ and the second adds about one per cent of it. The sum, $4.5\times10^{-10}\ \mathrm{Pa^{-1}}$, agrees with the value used above.

\subsection{One molecule is a finite step}

Water becomes softer when stretched. Near zero pressure its bulk modulus can be written $B=B_0+B'P$, with $B_0=1/\kappa_T$ and $B'$ roughly 6. Since $B=dP/d\ln\rho$,
\begin{equation}
\int_0^{\Delta P}\frac{dP}{B_0+B'P}=\int_{\rho}^{\rho(1-1/N)}\frac{d\rho'}{\rho'} ,
\end{equation}
\begin{equation}
\frac{1}{B'}\ln\!\left(1+\frac{B'\Delta P}{B_0}\right)=\ln\!\left(1-\frac1N\right).
\end{equation}
Multiplying by $B'$, exponentiating and solving for $\Delta P$ gives
\begin{equation}
\Delta P=\frac{B_0}{B'}\left[\left(1-\frac1N\right)^{B'}-1\right].
\label{eq:curved}
\end{equation}
The binomial expansion $(1-x)^{B'}=1-B'x+\tfrac12B'(B'-1)x^2-\dots$ with $x=1/N$ shows the size of the correction:
\begin{equation}
\Delta P\approx-\frac{B_0}{N}\left[1-\frac{B'-1}{2N}\right].
\end{equation}
For $B'=6$ and $N=64$ the second term in the bracket is $5/128$, or $3.9\,\%$. The full expression (\ref{eq:curved}) gives $-33.4$ MPa. For one molecule too many, $1-1/N$ is replaced by $1+1/N$ and the result is $+36.1$ MPa. A surplus molecule is thus slightly worse than a missing one, but the linear estimate serves for both.

\subsection{Does a hole remain?}

The derivation spreads the deficit over the whole film. The alternative is a cavity that leaves the remaining liquid at its normal density. The two can be compared by energy.

The volume per molecule follows from the molar mass $M=0.018015$ kg/mol and the Avogadro constant $N_\mathrm{A}$:
\begin{equation}
v=\frac{M}{\rho N_\mathrm{A}}=0.0299\ \mathrm{nm^3},\qquad V=64\,v=1.915\ \mathrm{nm^3}.
\end{equation}
Stretching the liquid by a volume fraction $x$ needs a tension $x/\kappa_T$. The work is
\begin{equation}
E_\mathrm{s}=V\int_0^{1/N}\frac{x}{\kappa_T}\,dx=\frac{V}{2\kappa_TN^2}=0.0032\ \mathrm{eV}.
\end{equation}
A spherical cavity of volume $v_\mathrm{b}$ has the area $(36\pi)^{1/3}v_\mathrm{b}^{2/3}$. With the rough surface tension $\gamma=0.072$ N/m, a cavity of one molecular volume costs $0.21$ eV, some 65 times the energy it could release.

Smaller cavities do not help. A cavity reduces the stretch to $1/N-v_\mathrm{b}/V$, and the energy gained is
\begin{equation}
\frac{V}{2\kappa_T}\left[\frac1{N^2}-\left(\frac1N-\frac{v_\mathrm{b}}{V}\right)^2\right]
=\frac{v_\mathrm{b}}{\kappa_TN}-\frac{v_\mathrm{b}^2}{2\kappa_TV}
\le\frac{v_\mathrm{b}}{\kappa_TN}.
\end{equation}
For $v_\mathrm{b}=v$ the bound on the right is $2E_\mathrm{s}=0.0065$ eV, and the cost of $0.21$ eV is more than 30 times as large. As the cavity shrinks, the bound falls as $v_\mathrm{b}$ but the cost only as $v_\mathrm{b}^{2/3}$, so, if the area law held at these sizes, the cost of every smaller cavity would also exceed its gain by more than a factor of 30. This comparison is by energy alone. The cavity can sit at any of about $N$ places, which is worth $k_\mathrm{B}T\ln N\approx0.11$ eV, half its cost. Even so, the odds of finding a cavity of one molecular volume, $N e^{-(0.209-0.003)\,\mathrm{eV}/k_\mathrm{B}T}$, are only about $0.02$, hardly more than in the unstretched liquid. Within this estimate the uniform film is preferred.

A macroscopic surface tension is only a rough guide at molecular size, and below it the cost scales with volume rather than area. Emptying a region that can hold at most one molecular centre costs $-k_\mathrm{B}T\ln(1-v_\mathrm{b}/v)\approx k_\mathrm{B}Tv_\mathrm{b}/v$, which exceeds the bound by the factor $Nk_\mathrm{B}T\kappa_T/v\approx4$. This margin is smaller than the area law suggests, and it is proportional to $N$, only about $1.4$ for $N=22$. Regions this small are empty most of the time in any liquid, with probability $1-v_\mathrm{b}/v$; the missing molecule changes the cost of emptying them only by a fraction of order $1/N$. The argument concerns a cavity inside the liquid. Detachment from a poorly wetted wall costs less per area and would need its own estimate.

\section{Comparison with a film that can be solved}

Equation (\ref{eq:main}) applies a bulk derivative to a small confined system. That reasoning can be tested where the confined system can be solved numerically without such an assumption. Consider particles on a line between two walls a distance $L$ apart. Each interacts with its nearest neighbours through the Lennard-Jones energy
\begin{equation}
u(r)=4\varepsilon\left[\left(\frac{\sigma}{r}\right)^{12}-\left(\frac{\sigma}{r}\right)^{6}\right],\qquad \varepsilon=\tfrac12k_\mathrm{B}T,
\end{equation}
and the end particles interact with the walls in the same way. With $N$ particles there are $N+1$ gaps $r_i$, and the configurational partition function is
\begin{equation}
Q_N(L)=\int\!\prod_{i=1}^{N+1}dr_i\,e^{-u(r_i)/k_\mathrm{B}T}\;
\delta\!\left(L-\sum_{i=1}^{N+1}r_i\right).
\end{equation}
This is a repeated convolution. Fourier transformation evaluates it once each factor is weighted by $e^{-p_0r_i/k_\mathrm{B}T}$ with some $p_0>0$, which makes it decay at large $r_i$ and only multiplies $Q_N$ by $e^{-p_0L/k_\mathrm{B}T}$. The force on a wall, the pressure of a one-dimensional system, is $p=k_\mathrm{B}T\,\partial\ln Q_N/\partial L$.

The bulk state was chosen so that its reduced compressibility, $k_\mathrm{B}T\kappa$ divided by the length per particle, equals the value $k_\mathrm{B}T\kappa_T/v=0.0623$ of water. The length $L$ was set to $N+1$ mean bulk gaps and kept fixed while one particle was removed. For $N=64$ the pressure changes by $-0.181\,k_\mathrm{B}T/\sigma$, whereas $-1/(N\kappa)$, with $\kappa$ from the slope of the bulk isotherm, predicts $-0.196\,k_\mathrm{B}T/\sigma$. The prediction is too large in size by $8.5\,\%$ of the computed shift.

For $N=256$ the discrepancy falls to $2.1\,\%$. Four times the particles give a quarter of the error, as expected of a correction proportional to $1/N$. Formula (\ref{eq:curved}), with the modulus and slope of the model fluid itself, reduces the two errors to $2.8\,\%$ and $0.7\,\%$. Most of the discrepancy is therefore curvature of the isotherm. The remainder also shrinks roughly as $1/N$. About half of it is counting: the number of gaps falls from $N+1$ to $N$, so the step in density is $1/65$ rather than $1/64$, smaller by $1.5\,\%$. The causes of the rest are not separated here.

The model supports the thermodynamic step from bulk to film within narrow limits: its walls act like fixed particles of the fluid itself, and its pressure, about $2.8\,k_\mathrm{B}T/\sigma$ before the removal and $2.6\,k_\mathrm{B}T/\sigma$ after, stays positive, so tension is not tested. It says nothing about the structure of water at a real surface, and its $8.5\,\%$ should not be carried over to water, whose isotherm has a different curvature ($B'\approx6$, against about 8 in the model).

\section{Reading the number}

\subsection{How sharply is the right count defined?}

Suppose the film could exchange molecules with a reservoir of chemical potential $\mu$. The probability of finding $N$ molecules is proportional to $e^{\mu N/k_\mathrm{B}T}$ times the canonical partition function for that $N$. Differentiating the mean count with respect to $\mu$ gives
\begin{equation}
k_\mathrm{B}T\left(\frac{\partial\langle N\rangle}{\partial\mu}\right)_{V,T}
=\langle N^2\rangle-\langle N\rangle^2=\sigma_N^2 .
\end{equation}
At constant temperature $dP=n\,d\mu$, and at fixed volume $dN=N\kappa_T\,dP$. Hence $\partial\langle N\rangle/\partial\mu=nN\kappa_T$, and with $n=1/v$
\begin{equation}
\sigma_N^2=N\,\frac{k_\mathrm{B}T\kappa_T}{v}=64\times0.0623\approx4.0,
\qquad \sigma_N\approx2.0 .
\end{equation}
In the one-dimensional film, the variance computed from the full distribution of counts is $4.02$, against $3.99$ from this formula.

An open film of this size thus gains and loses about two molecules in the natural course of events. If the count for a closed cell is copied from a single snapshot of an open one, the typical resulting error of the mean pressure is
\begin{equation}
\frac{\sigma_N}{N\kappa_T}=\sqrt{\frac{k_\mathrm{B}T}{\kappa_TV}}\approx69\ \mathrm{MPa}.
\end{equation}
This is not the noise of the instantaneous pressure in a closed cell, which needs a separate calculation. The missing molecule shifts the average, and a longer run measures that shift more precisely without removing it.

\subsection{What the error does}

The same relation $d\mu=v\,dP$ tells how much the missing molecule disturbs the water chemically. To first order
\begin{equation}
\Delta\mu=v\,\Delta P=-\frac{v}{N\kappa_T}=-2E_\mathrm{s}\approx-0.0065\ \mathrm{eV},
\end{equation}
where $V=Nv$ was used in $E_\mathrm{s}$. This is a quarter of $k_\mathrm{B}T=0.026$ eV. The shift counts once for each water molecule taken up or released, so the energy of a reaction that involves one or a few of them, wanted to $0.1$ eV, is hardly affected through this route. A stress on the solid, an equation of state or a comparison at a stated pressure is affected directly.

\subsection{Repairing it}

Counts are integers, so even the best choice can miss the target density by half a molecule, or about 17 MPa. The gap is continuous. With $A=1\ \mathrm{nm^2}$ the film is $h=1.915$ nm thick, and one molecule corresponds to
\begin{equation}
\frac hN=0.030\ \mathrm{nm}.
\end{equation}
Narrowing the gap by this amount restores the density after one molecule has been left out. Conversely, an uncertainty of $0.03$ nm in the total gap, or of $0.015$ nm at each of the two walls in where the solid ends and the liquid begins, is worth a whole molecule. For this reason the count is better judged by the density in the middle of a film thick enough to have a bulk-like region, or by the mean normal stress, than by a geometric volume. The density test needs sampling: the count in the middle third of this film fluctuates by some 4 to $5\,\%$, so 30 to 40 independent configurations are needed before the standard error falls to half a molecule in 64.

If the cell contains a vapour gap, condition 2 fails. The film then thins by about $0.03$ nm at nearly unchanged pressure, and the error (\ref{eq:main}) does not arise.

\section{The real film against the ideal one}

The example is a water film with an area of $1\ \mathrm{nm^2}$ and a thickness near 2 nm. One assumption broken by a real film is that of uniform bulk compressibility, because water is layered next to a solid. Let layer $i$ occupy a fraction $\phi_i$ of the thickness, with compressibility $\kappa_i$ and, for simplicity, the same initial density. Mechanical equilibrium gives all layers the same change of normal pressure. Adding their fractional losses,
\begin{equation}
\sum_i\phi_i\kappa_i\,\Delta P=-\frac1N ,
\end{equation}
so $\kappa_T$ is replaced by its thickness-weighted mean. Contact layers of $0.3$ nm on both sides make up $31\,\%$ of this film. Halving their compressibility changes the linear result to $-41$ MPa; doubling it gives $-26$ MPa. The factor of two is a trial range, not a measured property of an interface. Over that range the error stays in the tens of megapascals; in this model it falls below 10 MPa only if the contact layers are about nine times as compressible as the bulk.

The solid also yields. Let it have thickness $L_\mathrm{s}$ and modulus $M_\mathrm{s}$ for strain along the normal, with the total cell length fixed. A pressure change $\Delta P$ thickens the solid by $-L_\mathrm{s}\Delta P/M_\mathrm{s}$, which is positive under tension, so the film changes by $\delta h=L_\mathrm{s}\Delta P/M_\mathrm{s}$. The liquid then obeys
\begin{equation}
\kappa_T\Delta P=-\frac1N-\frac{\delta h}{h}
\quad\Longrightarrow\quad
\Delta P=-\frac{1}{N}\,\frac{1}{\kappa_T+L_\mathrm{s}/(hM_\mathrm{s})} .
\end{equation}
For a model solid with $L_\mathrm{s}=1$ nm and $M_\mathrm{s}=100$ GPa the result is $-34.3$ MPa, a reduction of about one per cent. A soft or thick solid would relieve more of the tension.

Temperature acts through (\ref{eq:drho}). At fixed density, $dP/dT=\alpha/\kappa_T\approx0.60$ MPa/K. This slope gives 6 MPa for a run 10 K too warm; because $\alpha$ rises quickly with temperature, real water gains about 7 MPa between 300 and 310 K.

The largest effect considered here can come from the description of water itself. Suppose an approximate electronic-structure method has an equilibrium density that differs by $5\,\%$ from the experimental density imposed on the cell. With the same compressibility, the linear law gives a pressure offset of size
\begin{equation}
\frac{0.05}{\kappa_T}\approx110\ \mathrm{MPa},
\end{equation}
equivalent to $0.05\times64=3.2$ molecules. The sign is positive if the method prefers a lower density than the imposed one, and negative if it prefers a higher one. The $5\,\%$ is an assumed figure, not a result for a named functional, and curvature matters at this size: with $B'=6$, the form (\ref{eq:curved}) gives about $+130$ MPa if the preferred density is $5\,\%$ below the imposed one and about $-94$ MPa if it is $5\,\%$ above. In such a case, filling the gap to the experimental density does not produce zero pressure, even with the right number of molecules. Whoever needs a stated pressure can first find the density that the chosen method gives at that pressure, and then settle the last molecule. The inputs and most of the results are collected in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Molecules N: 64
Temperature: 300 K
Water density (rough): 1000 kg/m^3
Molar mass: 0.018015 kg/mol
Compressibility (rough): 4.50e-10 1/Pa
Bulk modulus: 2222 MPa
Volume per molecule: 0.02991 nm^3
Film volume: 1.915 nm^3
Film area: 1.0 nm^2
Film thickness: 1.915 nm
Fractional density change: -1.5625 %
Pressure shift, linear: -34.72 MPa
Pressure shift, linear: -347 bar
N giving 100 MPa: 22.2
N giving 10 MPa: 222.2
Sound speed (rough): 1500 m/s
Heat capacity (rough): 4200 J/(kg K)
Expansivity (rough): 2.70e-04 1/K
Adiabatic compressibility: 4.444e-10 1/Pa
Isothermal, from sound: 4.497e-10 1/Pa
Modulus slope B' (rough): 6.0
One omitted, with curvature: -33.39 MPa
One added, with curvature: 36.11 MPa
Reduced compressibility: 0.0623
Open-film number spread: 2.00 molecules
Equivalent pressure spread: 69.3 MPa
Surface tension (rough): 0.072 N/m
Stretching energy: 0.00324 eV
Cavity surface energy: 0.209 eV
Thermal energy kT: 0.02585 eV
Wall thickness: 1.0 nm
Wall modulus: 100 GPa
Shift with compliant wall: -34.32 MPa
Contact layer, each side: 0.3 nm
Contact-layer fraction: 0.313
Shift, layer kappa halved: -41.2 MPa
Shift, layer kappa doubled: -26.4 MPa
Thickness per molecule: 0.0299 nm
Thermal pressure slope: 0.60 MPa/K
Pressure for 10 K: 6.0 MPa
Assumed density offset: 5 %
Pressure size for offset: 111 MPa
Offset in molecules: 3.2
Model film shift, N=64: -0.1806 kT/sigma
Model -1/(N kappa), N=64: -0.1958 kT/sigma
Linear-law error, N=64: 8.45 %
Linear-law error, N=256: 2.09 %
Curved-law error, N=64: 2.75 %
Curved-law error, N=256: 0.71 %
Model number variance: 4.023
Variance from formula: 3.988
\end{verbatim}
